# The [2]R12 Correction from Reduced Density Matrices: Two Derivations, part 2

A finite orbital basis (OBS) is incomplete. For any normalized $N$-electron state $|0\rangle$ built in it, the first half derived from density matrices the correction $E_2=2V+B$ with

$$V=\tfrac18\,\bar R^{pq}_{\kappa\lambda}\,\eta_{\kappa\mu}\eta_{\lambda\nu}\,\bar g^{\mu\nu}_{vw}\,\gamma^{pq}_{vw},$$

$$B=\tfrac14\,\bar R^{pq}_{\kappa\lambda}(\eta f\eta)_{\kappa\mu}\eta_{\lambda\nu}\bar R^{vw}_{\mu\nu}\,\gamma^{pq}_{vw}-\tfrac18\,\bar R^{pq}_{\kappa\lambda}\,\eta_{\kappa\mu}\eta_{\lambda\nu}\bar R^{vw}_{\mu\nu}\,\Phi^{pq}_{vw}.\tag{1}$$

Two approximations enter: screening drops terms with a particle index of the geminal on a cumulant, and $\lambda_3=0$ in $\Phi$.

Atomic units, real orthonormal spin orbitals and summation over repeated indices are used. Indices $p,q,t,u,v,w,x,y,i,j$ label the OBS, $A,B,C,D$ its orthogonal complement (CABS), Greek letters both. $H=h_{\kappa\lambda}\kappa^\dagger\lambda+\tfrac14\bar g^{\kappa\lambda}_{\mu\nu}\kappa^\dagger\lambda^\dagger\nu\mu$, with $\bar g$ antisymmetrized; $\gamma^p_v=\gamma_{pv}=\langle p^\dagger v\rangle$, $\gamma_2$ is $\gamma^{pq}_{vw}=\langle p^\dagger q^\dagger wv\rangle$, and so on; $\eta=1-\gamma$; $f_{\kappa\lambda}=h_{\kappa\lambda}+\bar g^{\kappa y}_{\lambda w}\gamma_{yw}$; $F=f_{\kappa\lambda}\kappa^\dagger\lambda$, with OBS–OBS part $F_o$; $E_0=\langle F\rangle$; $\mathcal A[T^{pq}_{vw}]=T^{pq}_{vw}-T^{qp}_{vw}-T^{pq}_{wv}+T^{qp}_{wv}$.

Cumulants $\lambda_n$: $\gamma_n$ is the signed sum over divisions of its indices into blocks, $\gamma$ for size one, $\lambda_k$ for $k\ge2$. They vanish on empty and full orbitals.

$R^{pq}_{\kappa\lambda}$ are elements of $\hat R=f_{12}(\tfrac12P_S+\tfrac14P_T)$ (singlet, triplet), $f_{12}=-e^{-\zeta r_{12}}/\zeta$, between normalized antisymmetric pair states; $\bar R$ lacks the OBS–OBS block.

With $H_0=E_0P_0+(1-P_0)F(1-P_0)$, $P_0=|0\rangle\langle0|$, the functional and trial state are

$$E_2=2V+B,\qquad V=\langle1|H|0\rangle,\qquad B=\langle1|F-E_0|1\rangle.\tag{2}$$

$$|1\rangle=\tfrac14R^{pq}_{AB}A^\dagger B^\dagger qp|0\rangle+A^\dagger|\phi_A\rangle,\qquad|\phi_A\rangle=\tfrac12R^{pq}_{Ax}\,[x^\dagger qp]|0\rangle.\tag{3}$$

The bracket removes disguised single excitations. Ansatz P takes $[x^\dagger qp]|0\rangle=Q\,x^\dagger qp|0\rangle$, $Q=1-i|0\rangle(\gamma^{-1})_{ij}\langle0|j^\dagger$ (pseudo-inverse), giving

$$V=\tfrac18R^{pq}_{AB}\bar g^{AB}_{vw}\gamma^{pq}_{vw}+\tfrac14R^{pq}_{Ax}\bar g^{Ay}_{vw}M^{pqx}_{vwy},\qquad M^{pqx}_{vwy}=\langle p^\dagger q^\dagger x\,Q\,y^\dagger wv\rangle.\tag{4}$$

$$B=\tfrac14R^{pq}_{AB}f_{AC}R^{vw}_{CB}\gamma^{pq}_{vw}-\tfrac18R^{pq}_{AB}R^{vw}_{AB}\Phi^{\rm ex}{}^{pq}_{vw}+\tfrac12R^{pq}_{AB}f_{Bx}R^{vw}_{Ay}M^{pqx}_{vwy}+\tfrac14f_{AC}R^{pq}_{Ax}R^{vw}_{Cy}M^{pqx}_{vwy}+\tfrac14R^{pq}_{Ax}R^{vw}_{Ay}N^{pqx}_{vwy},\tag{5}$$

$$N^{pqx}_{vwy}=\langle p^\dagger q^\dagger x\,Q(F_o-E_0)Q\,y^\dagger wv\rangle .$$

This $M$ is

$$M_P{}^{pqx}_{vwy}=\eta_{xy}\gamma^{pq}_{vw}-\mathcal A[\gamma^p_v\lambda^{qy}_{wx}]-\lambda^{pqy}_{vwx}-\lambda^{pq}_{ix}(\gamma^{-1})_{ij}\lambda^{jy}_{vw}.\tag{8}$$

With $\Phi^{\rm ex}{}^{pq}_{vw}=-\langle p^\dagger q^\dagger(F_o-E_0)wv\rangle$, $G=\gamma f\gamma$, $L_{qw}=f_{tu}\lambda^{qt}_{wu}$,

$$\Phi^{\rm ex}{}^{pq}_{vw}=\Phi^{pq}_{vw}-f_{tu}\lambda^{pqt}_{vwu},\tag{9}$$

$$\Phi^{pq}_{vw}=\mathcal A[G_{pv}\gamma_{qw}-\gamma_{pv}L_{qw}]+(\gamma f)_{pt}\lambda^{tq}_{vw}+(\gamma f)_{qt}\lambda^{pt}_{vw}+\lambda^{pq}_{uw}(f\gamma)_{uv}+\lambda^{pq}_{vu}(f\gamma)_{uw}.\tag{10}$$

With $|n_{vwy}\rangle=(y^\dagger wv-\gamma_{yw}v+\gamma_{yv}w)|0\rangle$,

$$Q\,y^\dagger wv|0\rangle=|n_{vwy}\rangle-i|0\rangle(\gamma^{-1})_{ij}\lambda^{jy}_{vw}.\tag{11}$$

Screening gives $M\to\eta_{xy}\gamma^{pq}_{vw}$ and

$$N^{pqx}_{vwy}\to(\eta f\eta)_{xy}\gamma^{pq}_{vw}-\eta_{xy}\Phi^{\rm ex}{}^{pq}_{vw}.\tag{13}$$

Equation (1) is now derived again by generalized normal order.

### The contraction rule

For any string $s$ of creators and annihilators define $S(s)$ as a sum over all partitions of its operators into blocks with equal numbers of each kind. A pair contributes $\gamma$ if the creator stands to the left and $\eta$ if the annihilator does; a block of $k\ge2$ creators contributes $\lambda_k$. The sign is the parity of the permutation that collects each block, a pair keeping its order and a larger block being arranged as $c_1^\dagger\cdots c_k^\dagger a_k\cdots a_1$ for $\lambda^{c_1\dots c_k}_{a_1\dots a_k}$. Then $\langle s\rangle=S(s)$. If all creators stand to the left this is the definition of the cumulants. Exchange two neighbours $x\,y^\dagger$. Partitions in which they do not form a mutual pair change sign; the mutual pair gives $\eta_{xy}S(\text{rest})$ in one order and $\gamma_{xy}S(\text{rest})$ in the other. The sum of the two orders is $\delta_{xy}S(\text{rest})$, the relation that the anticommutator imposes on the expectation values. Induction on the length and on the number of exchanges completes the proof.

Normal order with respect to $|0\rangle$ is defined recursively by $s=\sum\pm(\text{blocks})\{\text{rest}\}$, the sum running over all sets of disjoint blocks inside $s$, the empty set giving $\{s\}$ itself. In the expectation value of a product of strings, group the partitions by the blocks that lie wholly inside one factor. Comparison with the definition, by induction on the length of that factor, shows that $\langle\{s_1\}\{s_2\}\cdots\rangle$ is the sum over the partitions with no block wholly inside one brace. This is the generalized Wick theorem of Mukherjee and Kutzelnigg for expectation values.

Three cases are needed. First, $t^\dagger u=\{t^\dagger u\}+\gamma_{tu}$, so $F-E_0=f_{\sigma\tau}\{\sigma^\dagger\tau\}$. Second, $y^\dagger wv=\{y^\dagger wv\}+\gamma_{yw}v-\gamma_{yv}w$, so $\{y^\dagger wv\}|0\rangle=|n_{vwy}\rangle$. Third, $\kappa^\dagger\lambda^\dagger\nu\mu=\{\kappa^\dagger\lambda^\dagger\nu\mu\}+\gamma_{\lambda\nu}\{\kappa^\dagger\mu\}+\gamma_{\kappa\mu}\{\lambda^\dagger\nu\}-\gamma_{\kappa\nu}\{\lambda^\dagger\mu\}-\gamma_{\lambda\mu}\{\kappa^\dagger\nu\}+\gamma^{\kappa\lambda}_{\mu\nu}$. Multiplied by $\tfrac14\bar g^{\kappa\lambda}_{\mu\nu}$ the four middle terms are equal by antisymmetry and turn $h$ into $f$:

$$H=\langle H\rangle+f_{\mu\tau}\{\mu^\dagger\tau\}+\tfrac14\bar g^{\mu\nu}_{\sigma\tau}\{\mu^\dagger\nu^\dagger\tau\sigma\}.$$

### Derivation in the whole space

Take the bracket in (3) to be the normal order (ansatz N). No internal block can contain a CABS creator, so $A^\dagger\{x^\dagger qp\}=\{A^\dagger x^\dagger qp\}$ and $A^\dagger B^\dagger qp=\{A^\dagger B^\dagger qp\}$, and the trial state is one expression,

$$|1\rangle=\tfrac14\bar R^{pq}_{\kappa\lambda}\{\kappa^\dagger\lambda^\dagger qp\}|0\rangle .$$

Screening now reads: the particle indices of $\bar R$ appear in pairs and never in larger blocks. An annihilator $\kappa$ of the bra brace $\{p^\dagger q^\dagger\lambda\kappa\}$ cannot pair inside its brace, so it pairs with a creator to its right and contributes $\eta$.

For $V$, the constant $\langle H\rangle$ drops out by orthogonality. The one-body term offers one creator for the two annihilators $\kappa,\lambda$, so one of them sits on a cumulant and the term is screened out. In $\tfrac1{16}\bar R\,\bar g\,\langle\{p^\dagger q^\dagger\lambda\kappa\}\{\mu^\dagger\nu^\dagger\tau\sigma\}\rangle$ the pairing $\kappa\mu^\dagger$ is adjacent, $\lambda\nu^\dagger$ becomes adjacent once it is removed, and the sign is $+$. The other pairing has the opposite sign and gives the same value by the antisymmetry of $\bar g$. What is left is $p^\dagger q^\dagger\tau\sigma$, whose three partitions all join the two braces and sum to $\gamma^{pq}_{\sigma\tau}$, nonzero for OBS indices. The factor is $\tfrac2{16}=\tfrac18$, and $V$ of (1) results.

For $B=\tfrac1{16}\bar R^{pq}_{\kappa\lambda}\bar R^{vw}_{\mu\nu}f_{\sigma\tau}\langle\{p^\dagger q^\dagger\lambda\kappa\}\{\sigma^\dagger\tau\}\{\mu^\dagger\nu^\dagger wv\}\rangle$, the annihilators $\kappa,\lambda$ choose among $\sigma^\dagger,\mu^\dagger,\nu^\dagger$, and the creators $\mu^\dagger,\nu^\dagger$ among $\kappa,\lambda,\tau$. Two patterns exist. In the first, $\kappa\lambda$ pair with $\mu\nu$ in two equivalent ways; the brace $\{\sigma^\dagger\tau\}$ has an even number of operators and costs no sign. The rest is $f_{\sigma\tau}\langle p^\dagger q^\dagger\{\sigma^\dagger\tau\}wv\rangle$, in which CABS values of $\sigma,\tau$ find no partner, so it equals $-\Phi^{\rm ex}$, with factor $\tfrac2{16}$. In the second, one of $\kappa,\lambda$ pairs with $\sigma^\dagger$; the other takes $\mu^\dagger$ or $\nu^\dagger$, and the creator left over must take $\tau$. There are $2\times2$ choices, equal by the antisymmetry of the two $\bar R$. For $\kappa\sigma^\dagger$, $\tau\mu^\dagger$, $\lambda\nu^\dagger$ all pairs are adjacent in turn, the sign is $+$, the value is $\eta_{\kappa\sigma}f_{\sigma\tau}\eta_{\tau\mu}\eta_{\lambda\nu}\gamma^{pq}_{vw}$, and the factor is $\tfrac4{16}$. Setting $\lambda_3=0$ in $\Phi^{\rm ex}$ gives $B$ of (1).

The program enumerates all partitions of the OBS part $\langle\{p^\dagger q^\dagger x\}\{t^\dagger u\}\{y^\dagger wv\}\rangle f_{tu}$ for a random four-electron state, and tests that their sum is the Fock-space matrix element and that the kept ones sum to (13). It finds 16 kept and 55 screened terms. The 16 are the 3 partitions of $\gamma_2$ and the $4+8+1$ terms of $\Phi^{\rm ex}$.

A form suited to integral evaluation follows by writing a sum over all $\kappa\lambda$ as $AB$ plus twice $Ax$ plus $xy$ and putting $\eta=\delta-\gamma$ in the mixed block:

$$V=\tfrac18\big[R^{pq}_{\kappa\lambda}\bar g^{\kappa\lambda}_{vw}-R^{pq}_{xy}\bar g^{xy}_{vw}-2R^{pq}_{Ax}\gamma_{xy}\bar g^{Ay}_{vw}\big]\gamma^{pq}_{vw}.\tag{14}$$

For a complete one-particle space the first sum is twice the matrix element of $\hat R^\dagger/r_{12}$ between OBS pair states.

### What each derivation assumes

Both derivations use the same $H_0$, the same fixed amplitudes, and $\lambda_3=0$ in $\Phi$. They differ in the trial state, and therefore in what screening discards. By (11) the two states differ by single excitations $A^\dagger i|0\rangle$ with coefficients proportional to $\gamma^{-1}\lambda_2$.

The discarded terms of ansatz N follow from the same rule. In $M_N=\langle\{p^\dagger q^\dagger x\}\{y^\dagger wv\}\rangle$, if $x$ does not pair with $y^\dagger$, neither can pair at all, and both go on one cumulant. For $\gamma^p_v\lambda^{qy}_{wx}$ the order $p^\dagger v\,q^\dagger y^\dagger xw$ has five inversions relative to $p^\dagger q^\dagger xy^\dagger wv$, and for $\lambda_3$ the order $p^\dagger q^\dagger y^\dagger xwv$ has one, so

$$M_N=\eta_{xy}\gamma^{pq}_{vw}-\mathcal A[\gamma^p_v\lambda^{qy}_{wx}]-\lambda^{pqy}_{vwx},\qquad M_P=M_N-\lambda^{pq}_{ix}(\gamma^{-1})_{ij}\lambda^{jy}_{vw}.$$

The one-body term of $V$ pairs $A$ with $\mu^\dagger$ and leaves $\langle\{p^\dagger q^\dagger x\}v\rangle=\lambda^{pq}_{vx}$, that is $\tfrac12R^{pq}_{Ax}f_{Av}\lambda^{pq}_{vx}$. In the third term of (5) the bra is the bare $p^\dagger q^\dagger x=\{p^\dagger q^\dagger x\}+\gamma_{qx}p^\dagger-\gamma_{px}q^\dagger$, and $\langle p^\dagger\{y^\dagger wv\}\rangle=\lambda^{py}_{vw}$, so $M$ is replaced there by $M_N+\gamma_{qx}\lambda^{py}_{vw}-\gamma_{px}\lambda^{qy}_{vw}$. These tensors, $M_P$, $\Phi^{\rm ex}$ and the block forms (4) and (5) for both ansätze are tested against Fock-space matrix elements in a model with six OBS and three CABS spin orbitals and random integrals.

Ansatz N discards polynomials in $\gamma$, $\eta$ and cumulants with at least one cumulant factor. The elements of $\gamma$ and $\eta$ are bounded by one in magnitude, so these terms vanish as the cumulants go to zero. Ansatz N is not orthogonal to the singles $A^\dagger i|0\rangle$, which matters if a singles correction is computed separately and added. Ansatz P is orthogonal to them by construction, but it needs $\gamma^{-1}$, and the term $\lambda\gamma^{-1}\lambda$ need not be small. For $|0\rangle\propto|\Phi\rangle+c|D\rangle$, a determinant with a small admixture of doubles, $\lambda^{ij}_{ab}$ ($i,j$ occupied and $a,b$ empty in $\Phi$) comes from $\langle\Phi|\cdots|D\rangle$ and is of order $c$, while $\gamma_{ab}$ comes from $\langle D|\cdots|D\rangle$ and is of order $c^2$. Then $M_N-\eta\gamma_2$ is of order $c$ and $\lambda\gamma^{-1}\lambda$ of order $c^0$. In the model the norm of the first falls from $8.0\times10^{-2}$ to $8.0\times10^{-3}$ as $c$ goes from $10^{-2}$ to $10^{-3}$, and the norm of the second stays at 3.46. At $c=0$ the pseudo-inverse ignores the empty orbitals and the term is zero, so ansatz P is discontinuous at the determinant: the span of the states $a|0\rangle$ does not depend on their norm.

The extreme case is two electrons, $|0\rangle=\tfrac12C_{pq}p^\dagger q^\dagger|\mathrm{vac}\rangle$. Then $i|0\rangle=C_{ir}r^\dagger|\mathrm{vac}\rangle$ and $\gamma=CC^{T}$. If $\gamma$ has full rank these states span the one-electron OBS space, $Q=0$ and $M_P=0$, whereas $\eta\gamma_2\neq0$ once the OBS has more than two spin orbitals, since $\gamma$ has trace 2 and then $\eta\neq0$; the program tests both for six spin orbitals. Equation (1) is thus a small-cumulant approximation to ansatz N, and not to ansatz P when weakly occupied orbitals enter $\gamma^{-1}$.

For either ansatz the screened elements of $M$ and of $N$, with $\Phi^{\rm ex}$ in (13), are exact when $x$ and $y$ both label full or empty orbitals, since every discarded term has a cumulant with one of these indices. For a reference with core, active and virtual orbitals the screening error comes from active $x$ or $y$, and it has no small parameter when $\lambda_2$ is of order one there.

### The determinant limit

For a determinant every natural orbital is full or empty, all cumulants vanish, the two ansätze coincide by (11), and (1) equals (2). Let $O$ and $W$ project on the occupied and virtual OBS orbitals, so that $\gamma=O$ and $\eta=1-O=\eta^2$. Zeroing the OBS–OBS block is the action of $1-P_1P_2$ with $P=O+W$, and $(1-O)P=W$ gives

$$\eta_1\eta_2(1-P_1P_2)=(1-O_1)(1-O_2)-W_1W_2=Q_{12},$$

the strong-orthogonality projector of MP2-F12. Exchanging $\kappa\leftrightarrow\lambda$ and $\mu\leftrightarrow\nu$ in both $\bar R$ costs no sign, so $\tfrac14(\eta f\eta\otimes\eta)$ may be replaced by $\tfrac18\eta_1\eta_2(f_1+f_2)\eta_1\eta_2$. In (10), $G=OfO$ and the rest is zero. In orbitals that diagonalize the occupied block of $f$, $\Phi^{ij}_{kl}=(\varepsilon_i+\varepsilon_j)(\delta_{ik}\delta_{jl}-\delta_{il}\delta_{jk})=(\varepsilon_i+\varepsilon_j)\gamma^{ij}_{kl}$. Contraction with $\gamma_2$ gives a factor 2, and restricting to $i<j$ another, so each $\tfrac18$ becomes $\tfrac12\sum_{i<j}\sum_{\kappa\lambda}$, and $\tfrac12\sum_{\kappa\lambda}$ is the sum over antisymmetric pair states. Hence

$$E_2=\sum_{i<j}\Big[2\langle ij|\hat R^\dagger Q_{12}r_{12}^{-1}|ij\rangle+\langle ij|\hat R^\dagger Q_{12}(f_1+f_2-\varepsilon_i-\varepsilon_j)Q_{12}\hat R|ij\rangle\Big].\tag{15}$$

This is $2V_{ij}+B_{ij}-(\varepsilon_i+\varepsilon_j)X_{ij}$ of fixed-amplitude MP2-F12. The elements $f_{ia}$ and $f_{iA}$ never entered, so no Brillouin condition is needed and open-shell determinants are covered.

MP2-F12 also contains the doubles $a^\dagger b^\dagger ji|0\rangle$, which $F$ couples to $|1\rangle$. The block $f_{aA}a^\dagger A$ acting on $\sum_{i<j}R^{ij}_{Ab}A^\dagger b^\dagger ji|0\rangle$ gives $C^{ab}_{ij}=f_{aA}R^{ij}_{Ab}-f_{bA}R^{ij}_{Aa}$. With diagonal virtual block and $D=\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j$, each amplitude $T$ adds $2T(\bar g+C)+DT^2$ to the functional, stationary at $-(\bar g+C)^2/D$. Subtracting the conventional $-\bar g^2/D$ leaves $\Delta E_C=-\tfrac14\sum_{ijab}(2\bar gC+C^2)/D$, absent from (1) and zero if $f_{aA}=0$.

### Worked example: the boron atom

The $^2P$ state of boron is treated with the ROHF $1s$ orbital frozen, so $p,q,v,w$ exclude the core; core values of $x$ drop out because $\eta$ vanishes there. The OBS is cc-pVDZ (14 orbitals), and the CABS has 55 orbitals obtained from cc-pVQZ. All sums over $\kappa$ run over this finite union, so the values are not basis-set limits. The factor $-e^{-\zeta r}/\zeta$ with $\zeta=1.0$ bohr$^{-1}$ is fitted by seven functions $\mathrm{erf}(\omega r)/r$ whose coefficients are constrained to sum to zero, with a largest error of $1.6\times10^{-3}$ bohr between 0.2 and 4 bohr. Each of these functions is even in $r$, so the fit has zero slope at $r=0$, follows the slope $e^{-\zeta r}$ of the Slater factor only away from the origin, and is in error by 0.027 bohr at $r=0$. Energies are in m$E_h$; the numerical check is printed below.

For the ROHF determinant the three terms of (14) give $V=-86.549+76.866+1.140=-8.543$. The two terms of $B$ give $6.230-(-1.164)=7.394$; the contraction $\tfrac18\bar R\eta\eta\bar R\Phi$, which (1) subtracts, is a sum of squared norms times $\varepsilon_i+\varepsilon_j$ and is negative because the semicanonical energies $-0.540$, $-0.448$ and $-0.308\,E_h$ are. Then $E_2=2(-8.5434)+7.3936=-9.693$, or $-25.45$ kJ/mol. The program tests that (1), (15) and the unapproximated values of both ansätze agree. The omitted coupling is $\Delta E_C=+0.410$, about 4% of $|E_2|$, with this CABS; it is $+0.54$ with a CABS from cc-pVTZ and $+0.50$ with one from cc-pV5Z.

For the valence FCI state, $V=-60.927+55.085+1.168=-4.674$ and $B=3.569-(-0.519)=4.088$, so $E_2=2(-4.6736)+4.088=-5.259$, or $-13.81$ kJ/mol. The printed output shows $-0.5106$, $4.0798$ and $-5.2674$ instead, because the program contracts $\Phi$ only over pairs with $\gamma^{pq}_{pq}\neq0$. Once $\lambda_3$ is dropped, $\Phi$ is nonzero also on pairs that are absent from $|0\rangle$; the $\beta\beta$ pairs, with one valence $\beta$ electron present, contribute $-0.006$ of the difference $-0.008$ in the $\Phi$ contraction. This contribution is an artifact of the cumulant approximation and is absent from $\Phi^{\rm ex}$. Three valence electrons allow (2) to be evaluated without approximation. Ansatz N gives $2(-4.6785)+4.2569=-5.100$, so (1) is in error by $-0.159$, or 3.1% of that value. Restoring $\lambda_3$ changes the subtracted $\Phi$ contraction from $-0.519$ to $-0.599$ and $E_2$ to $-5.1788$; the cumulant approximation thus accounts for $-0.080$ and screening for $-5.1788+5.1001=-0.079$. Ansatz P gives $2(-2.6760)+2.4317=-2.920$, and (1) differs from it by $-2.339$, or 80% of that value. The $AB$ part of $V$, $-1.434$, is common to all three; the mixed part is $-3.239$ screened, $-3.244$ for N and $-1.242$ for P. The occupations run down to $6.8\times10^{-5}$, so $Q$ projects against every valence orbital. In the ROHF orbitals the largest $\lambda_2$ element is 0.1254, yet the largest element of $\lambda\gamma^{-1}\lambda$ is 0.90, at a position where $\eta\gamma_2$ is 0.93; there the projection term removes nearly all of the screened overlap.

The valence correlation energy changes from $-63.167$ in cc-pVDZ to $-72.250$ in cc-pVQZ, by $-9.084$ ($-23.85$ kJ/mol). The correction recovers 58% of this change and brings the sum to $-68.426$. The shortfall does not come from the two approximations, since unapproximated ansatz N recovers 56%. Nor is it the overall amplitude: scaling $|1\rangle$ by $s$ gives $2sV+s^2B$, lowest at $s=-V/B=1.14$ with $-V^2/B=-5.34$. All 55 cc-pVQZ functions survive the projection, so the union of OBS and CABS contains the cc-pVQZ space and the target needs no function outside it. This does not make $E_2$ converged with respect to the CABS, and the percentages above belong to this CABS. With the CABS taken from cc-pVTZ, cc-pVQZ and cc-pV5Z, $E_2$ is $-7.66$, $-9.69$ and $-11.01$ for the determinant and $-4.22$, $-5.26$ and $-5.92$ for the FCI state, the latter being 46%, 58% and 65% of the same target, although the largest CABS reaches beyond the cc-pVQZ space. Evaluating the first sum of (14) for a complete space gives $-88.91$ and $-62.09$ in place of $-86.549$ and $-60.927$, that is $V\approx-10.9$ and $-5.8$. Replacing the fit by the exact Slater factor moves $E_2$ by less than $0.02$. How the remaining shortfall divides between the trial state and the second-order treatment is not examined here. The trial state has no single excitations into the CABS with amplitudes of their own (ansatz N contains only the fixed component given by (11)), but the target is a difference of correlation energies, so the part of those singles that only improves the ROHF reference lies outside it.

## Table of computed values

```
cusp amplitudes singlet, triplet = 0.50 0.25
model: Wick terms of N kept 16, screened out 55
model: c=1e-02 |M_N-eta*g2|=8.000e-02 |l2 g1^-1 l2|=3.4645
model: c=1e-03 |M_N-eta*g2|=8.000e-03 |l2 g1^-1 l2|=3.4641
B DZ: E(ROHF)=-24.526591 Eh  E(FCI)=-24.589758 Eh  Ecorr=-63.167 mEh
B QZ: E(ROHF)=-24.528964 Eh  E(FCI)=-24.601215 Eh  Ecorr=-72.250 mEh
zeta = 1.0 1/bohr; omega (1/bohr) = [ 0.2  0.4  0.8  1.6  3.2  6.4 12.8]
coefficients of erf(omega r)/r (bohr^2) = [ 0.2622  0.5101 -0.4758 -0.202  -0.0774 -0.008  -0.0091]
max fit error on 0.2-4 bohr = 1.6e-03 bohr
spatial orbitals: OBS 14 (1 frozen), CABS 55
FCI alpha occupations: [0.9818 0.9471 0.0254 0.0254 0.0051] smallest 6.8e-05
FCI beta occupations: [0.9334 0.0268 0.0268 0.0055 0.0037] smallest 8.5e-05
FCI largest |lambda2| element = 0.1254
ROHF V parts (all, -OBS, -gamma) = -86.549 76.866 1.140 mEh
ROHF V = -8.5434 mEh (CABS-CABS part -3.6700 mEh)
ROHF B0.g2 = 6.2300 mEh, X.Phi = -1.1636 mEh, B = 7.3936 mEh
ROHF screened <1|1> = 0.001346
ROHF E[2]R12 = -9.6932 mEh = -25.45 kJ/mol
ROHF with lambda3 in Phi: X.Phi = -1.1636 mEh, E2 = -9.6932 mEh
ROHF exact ansatz N: V, B, E2 = -8.5434 7.3936 -9.6932 mEh
ROHF exact ansatz P: V, B, E2 = -8.5434 7.3936 -9.6932 mEh
FCI V parts (all, -OBS, -gamma) = -60.927 55.085 1.168 mEh
FCI V = -4.6736 mEh (CABS-CABS part -1.4344 mEh)
FCI B0.g2 = 3.5692 mEh, X.Phi = -0.5106 mEh, B = 4.0798 mEh
FCI screened <1|1> = 0.000779
FCI E[2]R12 = -5.2674 mEh = -13.83 kJ/mol
FCI with lambda3 in Phi: X.Phi = -0.5992 mEh, E2 = -5.1788 mEh
FCI exact ansatz N: V, B, E2 = -4.6785 4.2569 -5.1001 mEh
FCI exact ansatz P: V, B, E2 = -2.6760 2.4317 -2.9203 mEh
ROHF semicanonical valence energies (Eh) = [-0.53987 -0.44801 -0.30829]
ROHF MP2-F12 geminal energy = -9.6932 mEh; coupling dE_C = 0.4097 mEh
FCI screened minus exact N = -0.1673 mEh, minus exact P = -2.3471 mEh
target Ecorr(QZ)-Ecorr(DZ) = -9.0838 mEh = -23.85 kJ/mol
ratio to target: screened 0.580, N 0.561, P 0.321
Ecorr(DZ)+[2]R12 = -68.434 mEh
```
